# The inner lobes of hydrogenic radial functions at high \(n\)

## What dimensions fix

An electron of mass \(m_e\) in the field of a fixed point charge \(Ze\), described by the nonrelativistic Schrödinger equation, has one length at its disposal, \(a_0/Z\). With \(r\) measured in that length and \(Z=1\) (atomic units from here on), the radial function \(u=rR\) at energy \(E=-\epsilon/2\) obeys

\[ u''+\Big(\frac{2}{r}-\frac{L}{r^2}\Big)u=\epsilon\,u,\qquad L=l(l+1). \tag{1} \]

The bound states have \(\epsilon=1/n^2\), as rederived below. The quantum number \(n\) brings a second length, the orbit size \(n^2\), but it enters (1) only through \(\epsilon\). At fixed \(r\) and growing \(n\) the right side vanishes, and what remains contains \(l\) and no other parameter. The shape of the inner part of \(u_{nl}\) must therefore tend to a function of \(r\) alone, one function for each \(l\), and corrections to the shape must come in powers of \(1/n^2\).

The size follows from classical timing. An orbit of energy \(-1/(2n^2)\) has semi-major axis \(n^2\) and Kepler period \(T=2\pi n^3\), while the time spent in a fixed inner region tends to a constant. The probability there falls as \(n^{-3}\) and the amplitude as \(n^{-3/2}\). The expected form is

\[ n^{3/2}u_{nl}(r)=f_0(r)+\frac{u_1(r)}{n^2}+O(n^{-4}). \]

Dimensions do not give \(f_0\) and \(u_1\), nor the power of \(r\) that accompanies \(1/n^2\), and that power decides how many lobes count as inner. Throughout, \(u_{nl}\) is real, \(\int_0^\infty u^2dr=1\), \(u>0\) near the origin, and \(\nu=2l+1\). For charge \(Z\) the function is \(Z^{1/2}u(Zr)\), since \(r\to Zr\) maps (1) onto the equation for charge \(Z\) and the prefactor restores the norm.

## Separating shape from size

Let \(f(r;\epsilon)\) be the regular solution of (1) whose leading coefficient does not depend on \(\epsilon\):

\[ f=\sum_{k\ge0}c_k r^{l+1+k},\qquad c_0=\frac{2^{l+1}}{\nu!}. \]

The coefficient of \(r^{l+k-1}\) in (1) is \([(l+k+1)(l+k)-l(l+1)]c_k+2c_{k-1}=\epsilon c_{k-2}\), and the bracket equals \(k^2+(2l+1)k\). Hence

\[ k(k+\nu)\,c_k=-2c_{k-1}+\epsilon\,c_{k-2},\qquad c_{-1}=0. \tag{2} \]

For complex \(|\epsilon|\le1\) one has \(|c_k|\le c_02^k/k!\). This holds for \(k=0\), and for \(k=1\) because \(|c_1|=2c_0/(1+\nu)\). For \(k\ge2\), induction with \(k+\nu\ge k+1\) gives

\[ |c_k|\le\frac{c_0}{k(k+1)}\Big[\frac{2^k}{(k-1)!}+\frac{2^{k-2}}{(k-2)!}\Big]=c_0\frac{2^k}{k!}\,\frac{k+3}{4(k+1)}\le c_0\frac{2^k}{k!}. \]

So \(|f|\le M(r)=c_0r^{l+1}e^{2r}\). The \(c_k\) are polynomials in \(\epsilon\) and the series converges uniformly on the disc, so \(f=\sum_m\epsilon^mf_m(r)\) is analytic there. Cauchy's estimate on the unit circle gives \(|f_m|\le M\), and the geometric sum over \(m\ge2\) gives, for \(0\le\epsilon<1\),

\[ |f-f_0-\epsilon f_1|\le M(r)\,\frac{\epsilon^2}{1-\epsilon}. \tag{3} \]

The bound proves that the expansion is uniform on any fixed interval \([0,r_{\max}]\). It grows exponentially with \(r\) and is not an estimate of the actual error.

## Contribution 1: the zero-energy shape

Put \(x=\sqrt{8r}\), so that \(r=x^2/8\) and \(d/dr=(4/x)\,d/dx\), and write \(u=(x/2)\,w(x)\), where \(x/2=\sqrt{2r}\). With subscripts for \(x\)-derivatives,

\[ u''=\frac{16}{x}\frac{d}{dx}\Big[\frac{w}{2x}+\frac{w_x}{2}\Big]=\frac{8}{x}\Big[w_{xx}+\frac{w_x}{x}-\frac{w}{x^2}\Big]. \]

The other terms are \(2u/r=(8/x)\,w\), \(Lu/r^2=(8/x)\,4Lw/x^2\) and \(\epsilon u=(8/x)\,\epsilon x^2w/16\). Multiply (1) by \(x^3/8\), define \(\theta=x\,d/dx\), for which \(\theta^2w=x^2w_{xx}+xw_x\), and note \(1+4L=(2l+1)^2=\nu^2\):

\[ Dw=\frac{\epsilon\,x^4}{16}\,w,\qquad D=\theta^2+x^2-\nu^2. \tag{4} \]

At \(\epsilon=0\) this is Bessel's equation of order \(\nu\). Its regular solution is \(J_\nu(x)=\sum_m(-1)^m(x/2)^{\nu+2m}/[m!\,(m+\nu)!]\). The leading term of \((x/2)J_\nu\) is \((x/2)^{\nu+1}/\nu!=(2r)^{l+1}/\nu!=c_0r^{l+1}\), and since (2) fixes all later coefficients from \(c_0\),

\[ f_0(r)=\sqrt{2r}\,J_{2l+1}(\sqrt{8r}). \tag{5} \]

The argument \(x\) is the phase \(\int_0^r\sqrt{2/r'}\,dr'\) of an electron with zero total energy and zero angular momentum, and the limiting nodes lie at \(r_0=j_{\nu,k}^2/8\), with \(j_{\nu,k}\) the \(k\)-th positive zero of \(J_\nu\).

## Contribution 2: the normalisation

With \(\epsilon=1/n^2\) and \(\rho=2r/n\), equation (1) becomes \(u_{\rho\rho}+(n/\rho-L/\rho^2-\tfrac14)u=0\). For \(u=\rho^{l+1}e^{-\rho/2}F\) the product rule gives

\[ u_{\rho\rho}=\rho^{l+1}e^{-\rho/2}\Big[F''+\Big(\frac{2l+2}{\rho}-1\Big)F'+\Big(\frac{L}{\rho^2}-\frac{l+1}{\rho}+\frac14\Big)F\Big], \]

so \(\rho F''+(\nu+1-\rho)F'+NF=0\) with \(N=n-l-1\). For \(F=\sum a_m\rho^m\) this means \((m+1)(m+\nu+1)a_{m+1}=(m-N)a_m\). If the series does not end, \(a_{m+1}/a_m\to1/m\), \(F\) grows like \(e^\rho\), and \(u\) is not normalisable; so \(N\) is a non-negative integer. The Rodrigues formula, expanded with the Leibniz rule, gives

\[ L_N^\nu=\frac{\rho^{-\nu}e^{\rho}}{N!}\frac{d^N}{d\rho^N}\big(\rho^{N+\nu}e^{-\rho}\big)=\sum_{m=0}^N\frac{(-1)^m(N+\nu)!}{(N-m)!\,(\nu+m)!\,m!}\rho^m, \]

whose successive coefficients have the ratio \(-(N-m)/[(m+1)(m+\nu+1)]\), as required. So \(F=L_N^\nu\).

In the norm integral, replace one factor by the Rodrigues form and integrate by parts \(N\) times; the boundary terms vanish because each contains a positive power of \(\rho\) and \(e^{-\rho}\):

\[ I=\int_0^\infty\rho^{\nu+1}e^{-\rho}(L_N^\nu)^2d\rho=\frac{(-1)^N}{N!}\int_0^\infty\rho^{N+\nu}e^{-\rho}\frac{d^N}{d\rho^N}\big(\rho L_N^\nu\big)d\rho . \]

Only the two top powers survive the derivative. They are \((-1)^N[\rho^{N+1}/N!-(N+\nu)\rho^N/(N-1)!]\), the second being absent for \(N=0\), and their \(N\)-th derivative is \((-1)^N[(N+1)\rho-N(N+\nu)]\). With \(\int_0^\infty\rho^ke^{-\rho}d\rho=k!\),

\[ I=\frac{(N+\nu)!}{N!}\big[(N+1)(N+\nu+1)-N(N+\nu)\big]=\frac{(N+\nu)!}{N!}(2N+\nu+1)=2n\frac{(n+l)!}{N!}. \]

For \(u=C\rho^{l+1}e^{-\rho/2}L_N^\nu\) and \(dr=(n/2)d\rho\) the norm is \(C^2n^2(n+l)!/N!=1\). With \(L_N^\nu(0)=(n+l)!/(N!\,\nu!)\) the coefficient of \(r^{l+1}\) in \(u\) is

\[ C\Big(\frac2n\Big)^{l+1}\frac{(n+l)!}{N!\,\nu!}=c_0\,n^{-l-2}\sqrt{\frac{(n+l)!}{(n-l-1)!}} . \]

The ratio of factorials is the product of the integers from \(n-l\) to \(n+l\). Pairing \(n-k\) with \(n+k\) turns it into \(n\prod_{k=1}^l(n^2-k^2)=n^{2l+1}A\). The powers of \(n\) combine to \(n^{-l-2+l+1/2}=n^{-3/2}\), and, exactly,

\[ n^{3/2}u_{nl}(r)=\sqrt{A}\;f(r;1/n^2),\qquad A=\prod_{k=1}^l\big(1-k^2\epsilon\big). \tag{6} \]

The normalisation also depends on \(n\) only through \(\epsilon\), so no odd power of \(1/n\) appears. Using \(\sum_{k=1}^lk^2=L\nu/6\),

\[ \sqrt A=1-\frac{L\nu}{12}\,\epsilon+O(\epsilon^2). \tag{7} \]

Equations (3), (5) and (6) prove the limit \(n^{3/2}u_{nl}\to f_0\) for fixed \(l\). For s states \(A=1\) and \(c_0=2\), so \(n^3R_{n0}(0)^2=4\) for every \(n\). For large \(l\) the relative correction in (7) is about \(l^3/(6n^2)\), so near the origin the limit requires \(l^3\ll n^2\).

## Contribution 3: the energy at first order

Write \(f_1=(x/2)w_1\). The terms of order \(\epsilon\) in (4) are \(Dw_1=x^4J/16\), with \(J=J_\nu(x)\). By (2), \(c_0\) and \(c_1\) are free of \(\epsilon\), so \(w_1\) is a series \(x^\nu\times\)(even powers) with no \(x^\nu\) term, and the recurrence then determines it uniquely.

Let \(K=\theta J=xJ_\nu'(x)\). Three facts suffice. First, \(DJ=0\) means \(\theta K=-(x^2-\nu^2)J\). Second, applying \(\theta\) to \(DJ=0\) gives \(\theta^2K+2x^2J+(x^2-\nu^2)K=0\), that is \(DK=-2x^2J\). Third, \(\theta(x^2G)=x^2(\theta+2)G\) for any \(G\), so \(D(x^2G)=x^2(DG+4\theta G+4G)\). Therefore

\[ D(x^2J)=4x^2K+4x^2J, \]
\[ D(x^2K)=x^2\big[-2x^2J-4(x^2-\nu^2)J+4K\big]=-6x^4J+4\nu^2x^2J+4x^2K. \]

Try \(w_1=a\,x^2K+b\,x^2J+c\,K+d\,J\). The \(x^4J\) terms require \(-6a=1/16\), so \(a=-1/96\). The \(x^2K\) terms require \(4a+4b=0\), so \(b=1/96\). The \(x^2J\) terms require \(4\nu^2a+4b-2c=0\), so \(c=(1-\nu^2)/48=-L/12\). Near the origin \(K\simeq\nu J\), so the \(x^\nu\) term is absent when \(d=-c\nu=L\nu/12\).

The term \(dJ\) contributes \(+\epsilon L\nu f_0/12\) to \(f\), and (7) contributes \(-\epsilon L\nu f_0/12\) to the product (6). They cancel, and

\[ u_1=\frac{x}{192}\Big[x^2J_\nu-(x^2+8L)\,xJ_\nu'\Big]. \tag{8} \]

To return to \(r\), use \(r\,d/dr=\theta/2\): \(rf_0'=\tfrac12\theta(xJ/2)=(x/4)(J+K)\), so \((x/2)K=2rf_0'-f_0\). Then \(u_1=[8rf_0-8(r+L)(2rf_0'-f_0)]/96\), or

\[ u_1=\frac{2r+L}{12}\,f_0-\frac{r(r+L)}{6}\,f_0'. \tag{9} \]

Two limits can be read off. As \(r\to0\), \(rf_0'\to(l+1)f_0\) and \(u_1/f_0\to L/12-L(l+1)/6=-L\nu/12\), the normalisation term (7) alone. For \(l=0\), \(f_0=2r-2r^2+\dots\) gives \(u_1=(r/6)(2r-2r^2)-(r^2/6)(2-4r)+\dots=r^3/3+\dots\), which is the \(\epsilon\) part of \(c_2=c_0(2+\epsilon)/6\) from (2).

## Weighing the two parts of \(u_1\)

Define \(\delta(r)=r(r+L)/(6n^2)\), so that \(\delta'=(2r+L)/(6n^2)\). Then (9) reads \(u_1/n^2=\tfrac12\delta'f_0-\delta f_0'\), and by Taylor's theorem, to first order in \(1/n^2\),

\[ n^{3/2}u_{nl}(r)=\big[1+\tfrac12\delta'(r)\big]\,f_0\big(r-\delta(r)\big)+O(n^{-4}). \tag{10} \]

The correction is an outward displacement by \(\delta\) and an amplitude factor. In the classically allowed region a bound electron is slower than a zero-energy one, so its wavelength is longer and it spends more time at each radius; near the origin, for \(l>0\), the displacement of the rising \(f_0\) outweighs the amplitude factor and the net correction is the negative term (7).

The displacement alone moves the nodes. At a node \(f_0(r_0)=0\) and \(f_0'(r_0)\ne0\), because a solution of a second-order linear equation with a double zero at a regular point vanishes identically. Since \(f\) is analytic in \(r\) and \(\epsilon\), the implicit function theorem gives a node analytic in \(\epsilon\), with first-order shift \(-\epsilon u_1(r_0)/f_0'(r_0)=\delta(r_0)\):

\[ r_k=r_0\Big[1+\frac{r_0+L}{6n^2}\Big]+O(n^{-4}). \tag{11} \]

At this order every node moves outward.

Both parts enter the probability \(P\) of a lobe. Its ends move by \(O(\epsilon)\), and the integrand near them is \(O(\epsilon^2)\), so integrating between the zeros \(r_a,r_b\) of \(f_0\) (with \(r_a=0\) for the first lobe) costs only \(O(\epsilon^3)\). The first-order integrand is \(2f_0u_1/n^2=\delta'f_0^2-\delta\,(f_0^2)'\). Integrating the second term by parts gives \(+\delta'f_0^2\), the boundary term vanishing with \(f_0\). The larger amplitude and the wider lobe thus contribute equally:

\[ n^3P=\int_{r_a}^{r_b}f_0^2\Big[1+\frac{2r+L}{3n^2}\Big]dr+O(n^{-4}). \tag{12} \]

## Far lobes and the failure of the limit

For \(x\gg\nu^2\) the standard large-argument form is \(J_\nu\simeq\sqrt{2/(\pi x)}\cos(x-\nu\pi/2-\pi/4)\). A displacement in \(x\) is then a phase lag, and with \(dx/dr=4/x\),

\[ \Delta=\frac4x\,\delta=\frac{x(x^2+8L)}{96\,n^2}\;\to\;\frac{x^3}{96\,n^2}=\frac{\sqrt2}{6}\frac{r^{3/2}}{n^2}\quad(r\gg L), \tag{13} \]

where \(8^{3/2}/96=16\sqrt2/96\). Closer in, (4) gives a local wavenumber in \(x\) of about \(\sqrt{1-\nu^2/x^2}\), and the phase lag is \(\Delta\) times this factor. For a high-\(l\) state with \(x\) a few times \(\nu\) the lag is of order \(l^3/n^2\), the same condition as from (7); in the first lobes, where \(x\) is nearer \(\nu\), the factor is well below one (about 0.5 at the first node for \(l=20\), falling only slowly as \(l\) grows) and the lag is smaller than \(\Delta\).

The semiclassical (WKB) picture at \(r\gg L\) gives the same terms. The local momentum is \(p=\sqrt{2/r-\epsilon}=\sqrt{2/r}\,(1-\epsilon r/4-\epsilon^2r^2/32-\dots)\), and termwise integration gives

\[ \int_0^rp\,dr'=x-\frac{\sqrt2}{6}\epsilon r^{3/2}-\frac{\sqrt2}{80}\epsilon^2r^{5/2}-\dots \tag{14} \]

The WKB amplitude \(p^{-1/2}\) changes by the factor \(1+\epsilon r/8\). In (10) the prefactor is \(1+\epsilon r/6\), and the envelope of \(f_0\), proportional to \(x^{1/2}\propto r^{1/4}\), is evaluated at \(r-\delta\), which gives \(1-\delta/(4r)=1-\epsilon r/24\); the total is \(\epsilon r(4-1)/24=\epsilon r/8\). The absolute size also agrees with the timing argument. The electron crosses \(dr\) twice per period at speed \(p\), so the lobe average of \(u^2\) is \(2/(Tp)=1/(\pi n^3p)\), while the average of \(f_0^2\) is \((x^2/4)(2/\pi x)(1/2)=x/(4\pi)=1/(\pi p)\) with \(p=\sqrt{2/r}=4/x\). Numerical quadrature of \(f_0^2\) and of \(1/(\pi p)\) between the 30th and 31st s nodes gives the ratio 0.999987.

The amplitude correction is local and stays small while \(r\ll n^2\). The phase correction accumulates, is larger by a factor of order \(\sqrt r\), and stays small only while \(r\ll n^{4/3}\); by (13) it reaches 1 rad at \(r=(6/\sqrt2)^{2/3}n^{4/3}=2.621\,n^{4/3}\). The phase therefore decides where the common shape ends.

Exact nodes for large \(n\) are \(r=n\rho/2\), with \(\rho\) the zeros of \(L_N^\nu\), obtained as eigenvalues of the symmetric tridiagonal (Jacobi) matrix of the Laguerre recurrence, with diagonal \(2k+\nu+1\), \(k=0,\dots,N-1\), and off-diagonal \(\sqrt{k(k+\nu)}\). The lag of node \(k\) is \(\sqrt{8r_k}-j_{1,k}\). For s states, at the node whose lag is nearest 1 rad:

| \(n\) | node | \(r\) (\(a_0\)) | lag (rad) | (13) (rad) | \(r/2n^2\) |
|---|---|---|---|---|---|
| 64 | 23 | 686.1 | 1.0474 | 1.0341 | 0.0837 |
| 216 | 52 | 3409.6 | 1.0114 | 1.0058 | 0.0365 |
| 512 | 93 | 10801.9 | 1.0126 | 1.0094 | 0.0206 |

Here (13) is evaluated at the exact node. The lag exceeds it by 1.3%, 0.6% and 0.3% of the formula value. The third term of (14) is \(6\epsilon r/80\) times the second, which is \(0.075\times686.1/64^2=0.013\), and likewise 0.005 and 0.003, of the observed size. For \(n=512\) the phase is off by a radian at 2% of the outer turning point \(2n^2\), where the amplitude has changed by \(\epsilon r/8=0.0206/4\approx0.5\%\).

The cosine form gives \(j_{1,k}\simeq(k+\tfrac14)\pi\), so at leading order the lag \(j^3/(96n^2)\) stays below \(\Delta_0\) for \(k<(96\Delta_0n^2)^{1/3}/\pi-\tfrac14\). For \(\Delta_0=0.1\) rad this is 10.57, 24.10 and 43.05 for the three \(n\), and the exact nodes give counts of 10, 24 and 43. The number of shared lobes grows as \(n^{2/3}\), a shrinking fraction of the \(n-1\) nodes.

## Worked example: hydrogen with a fixed nucleus

The digits below belong to the model (1) and are kept to expose the remainders. The finite proton mass stretches all lengths by \(1+m_e/m_p=1.000545\), since \(a_0\) scales inversely with the reduced mass. Values called exact come from the Laguerre form, \(f_0\) and \(u_1\) from (5) and (8), lobe integrals from numerical quadrature.

**Nodes.** For s states \(j_{1,1}=3.83171\), so \(r_0=3.83171^2/8=1.83525\,a_0\), which is 97.12 pm with \(a_0=52.9177\) pm. The coefficient in (11) is \(r_0^2/6=0.56135\,a_0\). For p states \(j_{3,1}=6.38016\), \(r_0=5.08831\,a_0\), and \(5.08831\times7.08831/6=6.01125\,a_0\). For 10s, (11) gives \(1.83525+0.56135/100=1.84086\). All entries are in \(a_0\):

| \(n\) | s exact | s (11) | p exact | p (11) |
|---|---|---|---|---|
| 2 | 2.00000 | 1.97559 | none | none |
| 3 | 1.90192 | 1.89762 | 6.00000 | 5.75622 |
| 5 | 1.85823 | 1.85770 | 5.35304 | 5.32876 |
| 10 | 1.84089 | 1.84086 | 5.14981 | 5.14842 |
| 20 | 1.83665 | 1.83665 | 5.10342 | 5.10334 |

The 2s and 3p entries follow by hand from \(L_1^1=2-\rho\) with \(\rho=r\) and \(L_1^3=4-\rho\) with \(\rho=2r/3\). Relative to the exact node, the limit misses 2s by 8.2% and (11) by 1.2%; for 3p the figures are 15% and 4.1%. The p remainder drops from 0.02428 to 0.00139 between \(n=5\) and 10, a factor 17.5 against the asymptotic 16.

**An s value.** At \(r=1\), \(x=2.82843\), \(f_0=0.565960\) and \(u_1=0.159843\), in \(a_0^{-1/2}\). The amplitude part of (9) is \(f_0/6=0.094327\), and the displacement part is the rest, \(0.065516\); they add because \(f_0\) is falling there. For \(n=5\) the corrected value is \(0.565960+0.159843/25=0.572354\) against the exact 0.572369, and for \(n=10\) it is 0.567558 against 0.567559.

**A d value.** At \(l=2\), \(r=5\), \(x=6.32456\), \(f_0=1.181080\) and \(u_1=0.250766\). Here \(L=6\) and \(L\nu/12=2.5\). The energy alone gives \(f_1=u_1+2.5f_0=3.203466\), and the normalisation removes \(2.5f_0=2.952700\) of it; for \(n=5\), \(\sqrt A=\sqrt{(24/25)(21/25)}=0.897998\), near the first-order \(1-2.5/25=0.9\). In the split (9), the amplitude part \((16/12)f_0=1.574773\) is largely offset by the displacement part \(-1.324007\). The exact and corrected values are 1.179839 and 1.191111 for \(n=5\), 1.182925 and 1.183588 for \(n=10\), and 1.181666 and 1.181707 for \(n=20\).

For 5d the corrected value is worse than the bare limit: it lies 0.0113 above the exact value, the limit only 0.0012 above. The remainders multiplied by \(n^4\) are \(-0.011272\times625=-7.0\), \(-0.000663\times10^4=-6.6\) and \(-0.000041\times1.6\times10^5\), which the rounding of the last digit leaves between \(-6.4\) and \(-6.7\). With growing \(n\) these products approach the second-order coefficient at this point, which is near \(-6.5\), some 26 times the \(u_1\) left after the cancellation. With these two terms the correction helps when \(0.25/n^2>2\times6.5/n^4\), that is from about \(n=8\); at \(n=10\) the error falls from 0.0018 to 0.0007. A small \(u_1\) at one radius does not make the expansion accurate there. Taken over a range, the orders are clean: the largest error on the grid \(r=0.5,1,\dots,20\) falls, from \(n=40\) to 80 and for \(l=0\) to 3, by factors between 3.99 and 4.02 for the limit and between 15.9 and 16.1 after correction.

**The innermost s lobe.** Equation (12) on \([0,r_0]\) gives \(n^3P=0.364241+0.194541/n^2\). For \(n=2\) this is \(0.364241+0.048635=0.412876\), 2.0% below the exact 0.421224; for \(n=5\) it is 0.372023 against 0.372207, and for \(n=10\) it is 0.366186 against 0.366198. A 10s electron is found inside its first node with probability \(0.366198/10^3=3.66\times10^{-4}\).

Numbers in the example were calculated in double precision.
